**Osmotic climb force on an edge dislocation: atom counts, state sums and a loop example**

The program tests $F=(kTb/\Omega)\ln(C/C^*)$, where $F$ is the climb force per unit length, $b$ the Burgers component normal to the extra half-plane, $\Omega$ the volume per atom, $C$ the concentration of free interstitials and $C^*$ its equilibrium value. It counts the atoms of the inserted slab in an explicit diamond lattice and asserts that their areal density is $b/\Omega$ for three combinations of Burgers vector and plane. It asserts that the chemical potential from counted states agrees with $kT\ln(C/C^*)$; the largest deviation is $2\times10^{-4}\,kT$. A finite reservoir coupled to a loaded line is summed over all absorbed numbers, and the force law returns the loads of −0.20, 0.10 and 0.35 N/m from the mean concentrations. Sites bound near the line and sites far from it show nearly the same ratio $C/C^*$, 3.993 and 4.003. Further assertions cover the equilibrium, Burgers closure and strain energy of the edge field, and the agreement of the critical loop radius with the maximum of the loop free energy. For the model anneal at 1100 K and $C/C^*=10$ the output gives $F=0.554$ N/m, against an estimated curvature pull of 0.072 N/m and a fault pull of 0.070 N/m.

## Numerical verification

```python
# Result under test: the osmotic climb force per unit length on an edge dislocation,
#     F = (k T b / Omega) ln(C / C*),
# b: Burgers component normal to the extra half-plane, Omega: volume per atom,
# C: concentration of free self-interstitials, C*: its value in equilibrium with
# unstressed crystal, k: Boltzmann constant, T: temperature.
# F > 0 extends the extra half-plane. SI units inside, engineering units in print.
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

eV = constants.e
nm = 1e-9

# Round model parameters for a diamond-cubic crystal in a post-implant anneal
a = 0.54 * nm
T = 1100.0
C_eq = 1e12 * 1e6
C = 1e13 * 1e6
R_loop = 50 * nm
shear = 60e9
poisson = 0.22
fault = 0.07
wafer_stress = 0.1e9

kT = constants.k * T
Omega = a**3 / 8
b = a / np.sqrt(3)


def osmotic_force(ratio):
    return kT * b / Omega * np.log(ratio)


# --- Atoms in the inserted slab, counted in an explicit diamond lattice ---
cells = np.array(list(itertools.product(range(-8, 9), repeat=3)), float)
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
offset = np.array([0.0131, 0.0277, 0.0419])


def count_per_area(edge1, edge2, burgers):
    """Atoms in the slab per area (units of 1/a^2), and normal part of burgers."""
    box = np.column_stack([edge1, edge2, burgers])
    frac = np.linalg.solve(box, (atoms - offset).T)
    inside = np.all((frac >= 0) & (frac < 1), axis=0).sum()
    normal = np.cross(edge1, edge2)
    area = np.linalg.norm(normal)
    return inside / area, abs(np.dot(burgers, normal)) / area


p111, q111 = np.array([3., -3., 0.]), np.array([0., 3., -3.])
p110, q110 = np.array([0., 0., 6.]), np.array([3., -3., 0.])
slab_cases = [
    ("faulted, b=a/3[111] on (111)", p111, q111, np.array([1., 1., 1.]) / 3),
    ("perfect, b=a/2[110] on (111)", p111, q111, np.array([.5, .5, 0.])),
    ("perfect, b=a/2[110] on (110)", p110, q110, np.array([.5, .5, 0.])),
]
slab_results = []
for name, e1, e2, bv in slab_cases:
    counted, b_normal = count_per_area(e1, e2, bv)
    predicted = b_normal * a / Omega
    counted = counted / a**2
    assert abs(counted / predicted - 1) < 1e-9, name
    slab_results.append((name, counted * nm**2, predicted * nm**2))
counted_density = slab_results[0][1] / nm**2


# --- Interstitials on sites: equilibrium and chemical potential by state sums ---
def log_ways(sites, n):
    return gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)


def weighted_mean(log_weight, values):
    w = np.exp(log_weight - log_weight.max())
    return np.sum(w * values) / np.sum(w)


sites, g = 2e7, 10.0          # g: formation free energy divided by kT
numbers = np.arange(0, 20001, dtype=float)
n_eq = weighted_mean(log_ways(sites, numbers) - g * numbers, numbers)


def free_energy(n):
    return g * n - log_ways(sites, n)


# Chemical potential: free energy released when the line absorbs one interstitial
mu_errors = []
for n in (300.0, 2000.0, 5000.0):
    mu = free_energy(n) - free_energy(n - 1)
    mu_errors.append(abs(mu - np.log(n / n_eq)))
assert max(mu_errors) < 1e-3   # finite site occupancy is a few 1e-4 here

# --- Loaded line coupled to a finite reservoir: the load that stops climb ---
line_length = 100 * nm
total = 20000.0
absorbed = numbers
climb = absorbed / (counted_density * line_length)
stall_results = []
for load in (-0.20, 0.10, 0.35):
    left = total - absorbed
    log_w = log_ways(sites, left) - g * left - load * line_length * climb / kT
    ratio = weighted_mean(log_w, left) / n_eq
    law = osmotic_force(ratio)
    assert abs(law - load) < 1e-3 * kT * b / Omega
    stall_results.append((load, ratio, law))

# --- Sites bound to the line's stress field keep the same ratio C/C* ---
bound_sites, g_bound = 4e5, 7.0
bound_eq = weighted_mean(log_ways(bound_sites, numbers) - g_bound * numbers, numbers)
n_total = float(round(4 * (n_eq + bound_eq)))
n_bound = np.arange(0, n_total + 1)
log_w = (log_ways(sites, n_total - n_bound) - g * (n_total - n_bound)
         + log_ways(bound_sites, n_bound) - g_bound * n_bound)
mean_bound = weighted_mean(log_w, n_bound)
ratio_bound = mean_bound / bound_eq
ratio_free = (n_total - mean_bound) / n_eq
assert abs(np.log(ratio_bound / ratio_free)) < 5e-3   # bound occupancy ~ 4e-3

# --- Edge dislocation field (unit Burgers vector along x, unit shear modulus) ---
x, y = sp.symbols("x y", real=True)
nu = sp.Rational(11, 50)
assert abs(float(nu) - poisson) < 1e-12
r2 = x**2 + y**2
ux = (sp.atan2(y, x) + x * y / (2 * (1 - nu) * r2)) / (2 * sp.pi)
uy = -((1 - 2 * nu) / (4 * (1 - nu)) * sp.log(r2)
       + (x**2 - y**2) / (4 * (1 - nu) * r2)) / (2 * sp.pi)
exx, eyy = sp.diff(ux, x), sp.diff(uy, y)
exy = (sp.diff(ux, y) + sp.diff(uy, x)) / 2
lame = 2 * nu / (1 - 2 * nu)
sxx = lame * (exx + eyy) + 2 * exx
syy = lame * (exx + eyy) + 2 * eyy
sxy = 2 * exy
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
plane_stress = sp.simplify(sxx).subs(x, 0)
assert sp.simplify(plane_stress + 1 / (2 * sp.pi * (1 - nu) * y)) == 0
for u, closure in ((ux, 1.0), (uy, 0.0)):
    dux = sp.lambdify((x, y), sp.diff(u, x), "numpy")
    duy = sp.lambdify((x, y), sp.diff(u, y), "numpy")
    gap = quad(lambda t: -np.sin(t) * dux(np.cos(t), np.sin(t))
               + np.cos(t) * duy(np.cos(t), np.sin(t)), 0, 2 * np.pi)[0]
    assert abs(gap - closure) < 1e-8
density = sp.lambdify((x, y), (sxx * exx + syy * eyy + 2 * sxy * exy) / 2, "numpy")
energy_num = dblquad(lambda r, t: r * density(r * np.cos(t), r * np.sin(t)),
                     0, 2 * np.pi, 1, 5)[0]
energy_law = np.log(5) / (4 * np.pi * (1 - poisson))
assert abs(energy_num / energy_law - 1) < 1e-6

# --- Loop: restoring forces, holding supersaturation and critical radius ---
K = shear * b**2 / (4 * np.pi * (1 - poisson))


def curvature_pull(R):
    return K * (np.log(R / b) + 1) / R


S = C / C_eq
F = osmotic_force(S)
pull = curvature_pull(R_loop)
S_hold = np.exp((fault + pull) * Omega / (b * kT))
R_crit = brentq(lambda R: fault + curvature_pull(R) - F, 1 * nm, 50 * nm)


def loop_energy_eV(R_nm):
    R = R_nm * nm
    area = np.pi * R**2
    gained = area * counted_density * kT * np.log(S)
    return (2 * np.pi * R * K * np.log(R / b) + area * fault - gained) / eV


top = minimize_scalar(lambda r: -loop_energy_eV(r), bounds=(1, 50),
                      method="bounded", options={"xatol": 1e-8})
assert abs(top.x * nm / R_crit - 1) < 1e-4

print("INPUTS (round model values)")
print(f"lattice parameter a = {a/nm:.2f} nm, T = {T:.0f} K")
print(f"C* = {C_eq/1e6:.1e} cm^-3, C = {C/1e6:.1e} cm^-3, C/C* = {S:.1f}")
print(f"loop radius = {R_loop/nm:.0f} nm, fault energy = {fault:.2f} J/m^2")
print(f"shear modulus = {shear/1e9:.0f} GPa, Poisson ratio = {poisson:.2f}")
print("MAIN RESULT")
print(f"atomic volume Omega = {Omega/nm**3:.5f} nm^3")
print(f"Burgers vector b = {b/nm:.4f} nm")
print(f"kT = {kT/eV:.5f} eV")
print(f"ln(C/C*) = {np.log(S):.4f}")
print(f"free energy released per atom = {kT*np.log(S)/eV:.4f} eV")
print(f"atoms per swept area b/Omega = {b/Omega*nm**2:.3f} nm^-2")
print(f"force scale kT b/Omega = {kT*b/Omega:.4f} N/m")
print(f"osmotic force F = {F:.4f} N/m = {F*nm**2/eV:.3f} eV/nm^2")
print(f"equivalent normal stress F/b = {F/b/1e9:.3f} GPa")
print(f"atoms in the loop = {np.pi*R_loop**2*b/Omega:.0f}")
for s in (0.5, 2, 100, 1000):
    print(f"force at C/C* = {s:g}: {osmotic_force(s):.4f} N/m")
print("LOOP AND NEGLECTED EFFECTS")
print(f"line energy prefactor K = {K/eV*nm:.3f} eV/nm")
print(f"curvature pull (estimate) = {pull:.4f} N/m, share of F = {pull/F:.3f}")
print(f"fault pull = {fault:.4f} N/m, share of F = {fault/F:.3f}")
print(f"net outward force = {F-pull-fault:.4f} N/m")
print(f"C/C* that just holds the loop = {S_hold:.3f}")
print(f"critical radius at the given C/C* = {R_crit/nm:.2f} nm")
print(f"force of {wafer_stress/1e9:.1f} GPa wafer stress = {wafer_stress*b:.4f} N/m")
print(f"force change if C* is off by 2 = {osmotic_force(2.0):.4f} N/m")
print(f"site occupancy C*Omega = {C_eq*Omega:.2e}, C Omega = {C*Omega:.2e}")
print("TESTS")
for name, counted, predicted in slab_results:
    print(f"{name}: counted {counted:.3f}, b/Omega {predicted:.3f} nm^-2")
print(f"largest error of mu/kT against ln(n/n*) = {max(mu_errors):.1e}")
for load, ratio, law in stall_results:
    print(f"stall load {load:.3f} N/m: C/C* = {ratio:.4f}, law {law:.4f} N/m")
print(f"C/C* far from line = {ratio_free:.3f}, bound near line = {ratio_bound:.3f}")
print(f"edge strain energy, integral/formula = {energy_num/energy_law:.8f}")
print("PASS")
```

It prints:

```
INPUTS (round model values)
lattice parameter a = 0.54 nm, T = 1100 K
C* = 1.0e+12 cm^-3, C = 1.0e+13 cm^-3, C/C* = 10.0
loop radius = 50 nm, fault energy = 0.07 J/m^2
shear modulus = 60 GPa, Poisson ratio = 0.22
MAIN RESULT
atomic volume Omega = 0.01968 nm^3
Burgers vector b = 0.3118 nm
kT = 0.09479 eV
ln(C/C*) = 2.3026
free energy released per atom = 0.2183 eV
atoms per swept area b/Omega = 15.840 nm^-2
force scale kT b/Omega = 0.2406 N/m
osmotic force F = 0.5539 N/m = 3.457 eV/nm^2
equivalent normal stress F/b = 1.777 GPa
atoms in the loop = 124403
force at C/C* = 0.5: -0.1667 N/m
force at C/C* = 2: 0.1667 N/m
force at C/C* = 100: 1.1078 N/m
force at C/C* = 1000: 1.6617 N/m
LOOP AND NEGLECTED EFFECTS
line energy prefactor K = 3.714 eV/nm
curvature pull (estimate) = 0.0723 N/m, share of F = 0.131
fault pull = 0.0700 N/m, share of F = 0.126
net outward force = 0.4116 N/m
C/C* that just holds the loop = 1.807
critical radius at the given C/C* = 4.52 nm
force of 0.1 GPa wafer stress = 0.0312 N/m
force change if C* is off by 2 = 0.1667 N/m
site occupancy C*Omega = 1.97e-11, C Omega = 1.97e-10
TESTS
faulted, b=a/3[111] on (111): counted 15.840, b/Omega 15.840 nm^-2
perfect, b=a/2[110] on (111): counted 15.840, b/Omega 15.840 nm^-2
perfect, b=a/2[110] on (110): counted 19.399, b/Omega 19.399 nm^-2
largest error of mu/kT against ln(n/n*) = 2.0e-04
stall load -0.200 N/m: C/C* = 0.4354, law -0.2000 N/m
stall load 0.100 N/m: C/C* = 1.5154, law 0.1000 N/m
stall load 0.350 N/m: C/C* = 4.2837, law 0.3500 N/m
C/C* far from line = 4.003, bound near line = 3.993
edge strain energy, integral/formula = 1.00000000
PASS
```
